# The Grassmann Hessian and the origin of orbital-energy differences: test program

```python
# Riemannian Hessian of the real closed-shell Hartree-Fock energy on the Grassmann manifold.
# Orthonormal basis (size n), C: n x N orbitals, P = C C^T, Q = 1 - P, V: virtual frame.
# E(P) = 2 Tr hP + Tr P G(P), G(P)_pq = sum [2(pq|rs)-(pr|qs)] P_rs, F = h + G(P).
# Tangent xi: C^T xi = 0, xi = V kappa, X = xi C^T + C xi^T, metric Tr xi^T eta.
# Result under test, at any point of the manifold:
#   Hess[xi] = 4 { Q F xi - xi (C^T F C) + Q G(X) C } = 4 (Omega + K) xi,
#   (Omega kappa)_ai = (eps_a - eps_i) kappa_ai with F_oo, F_vv diagonalized separately.
# -xi C^T F C is extrinsic curvature and gives -eps_i; Q F xi gives +eps_a.
# System: Si atom, RHF/cc-pVDZ, determinant [Ne] 3s^2 3pz^2. Algebra in hartree, output in eV.
import os
os.environ["OMP_NUM_THREADS"] = "1"
import numpy as np
import sympy as sp
from scipy.linalg import expm, eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
norm = np.linalg.norm

mol = gto.M(atom="Si 0 0 0", basis="cc-pvdz", spin=0, verbose=0)
n, N = mol.nao_nr(), mol.nelectron // 2
nv = n - N
w, u = eigh(mol.intor("int1e_ovlp"))
low = u @ np.diag(w ** -0.5) @ u.T
h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
h = low @ h_ao @ low
def transform(g, U):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", g, U, U, U, U, optimize=True)
eri = transform(mol.intor("int2e").reshape(n, n, n, n), low)
Gmat = (2 * eri - eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
I = np.eye(n)

def G(D): return (Gmat @ D.ravel()).reshape(n, n)
def fock(P, c=0.0): return h + c * I + G(P)
def energy(P, c=0.0): return 2 * np.sum((h + c * I) * P) + np.sum(P * G(P))
def outer(Y): return Y @ Y.T
def span(Y): return Y @ np.linalg.solve(Y.T @ Y, Y.T)
def polar(Y):
    a, _, b = np.linalg.svd(Y, full_matrices=False)
    return a @ b
def rotation(C, xi, t): return expm(t * (xi @ C.T - C @ xi.T))
def geodesic(C, xi, t): return rotation(C, xi, t) @ C
def grad(C): return 4 * (I - outer(C)) @ fock(outer(C)) @ C
def parts(C, xi, c=0.0):
    P = outer(C); F = fock(P, c); Q = I - P
    return 4 * Q @ F @ xi, -4 * xi @ (C.T @ F @ C), 4 * Q @ G(xi @ C.T + C @ xi.T) @ C
def d1(f, t=2e-3): return (f(-2 * t) - 8 * f(-t) + 8 * f(t) - f(2 * t)) / (12 * t)
def d2(f, t=1e-2):
    return (-f(2 * t) + 16 * f(t) - 30 * f(0.0) + 16 * f(-t) - f(-2 * t)) / (12 * t * t)
def close(a, b, tol=1e-6):
    # fourth-order stencils: truncation and round-off both stay below 1e-6 (1+|b|)
    return norm(np.asarray(a) - np.asarray(b)) < tol * (1 + norm(b))
def dot(a, b): return float(np.sum(a * b))
def unit(V):
    k = rng.standard_normal((nv, N))
    return V @ (k / norm(k))
def hess_matrix(C, V, curvature=True):
    mo = transform(eri, np.hstack([C, V])); F = fock(outer(C))
    o, v = slice(0, N), slice(N, n)
    M = 4 * mo[v, o, v, o] - mo[v, v, o, o].transpose(0, 2, 1, 3) - mo[v, o, v, o].transpose(0, 3, 2, 1)
    M = M + np.einsum("ab,ij->aibj", V.T @ F @ V, np.eye(N))
    if curvature:
        M = M - np.einsum("ab,ij->aibj", np.eye(nv), C.T @ F @ C)
    return 4 * M.reshape(nv * N, nv * N)

# Damped SCF with occupations fixed per axial symmetry class.
cls = []
for _, _, nl, m in mol.ao_labels(fmt=False):
    l = nl[-1]
    cls.append("s" if l == "s" or (l == "d" and m.startswith("z")) else l + m)
cls = np.array(cls)
filling = {"s": 3, "pz": 2, "px": 1, "py": 1}
def fill(F):
    occ, vir = [], []
    for key in sorted(set(cls)):
        idx = np.where(cls == key)[0]
        e, vec = eigh(F[np.ix_(idx, idx)])
        for k in range(len(idx)):
            col = np.zeros(n); col[idx] = vec[:, k]
            (occ if k < filling.get(key, 0) else vir).append((e[k], key, col))
    occ.sort(key=lambda x: x[0]); vir.sort(key=lambda x: x[0])
    return occ, vir
cols = lambda lst: np.array([x[2] for x in lst]).T
Pm = outer(cols(fill(h)[0]))
for _ in range(600):
    Pm = 0.5 * Pm + 0.5 * outer(cols(fill(fock(Pm))[0]))
occ, vir = fill(fock(Pm))
C0, V0 = cols(occ), cols(vir)
eo, ev = np.array([x[0] for x in occ]), np.array([x[0] for x in vir])
lo, lv = [x[1] for x in occ], [x[1] for x in vir]
E0 = energy(outer(C0))
assert C0.shape == (n, N) and norm(grad(C0)) < 1e-9
assert close(eigh(fock(outer(C0)))[0], np.concatenate([eo, ev]), 1e-9)

# Non-stationary test point with pseudo-canonical frames.
disp = 0.3
R = rotation(C0, unit(V0), disp)
C, V = R @ C0, R @ V0
P = outer(C); F = fock(P); Q = I - P
po, uo = eigh(C.T @ F @ C); pv, uv = eigh(V.T @ F @ V)
C, V = C @ uo, V @ uv
g = grad(C)
assert norm(g) > 1.0
pseudo_gap = np.max(np.abs(eigh(F)[0] - np.sort(np.concatenate([po, pv]))))
assert pseudo_gap > 1e-3
dm = 2 * low @ P @ low
vj, vk = scf.hf.get_jk(mol, dm, hermi=1)
assert abs(np.sum(dm * h_ao) + 0.5 * np.sum(dm * (vj - 0.5 * vk)) - energy(P)) < 1e-8

# Euclidean gradient in an arbitrary, non-tangent direction; Riemannian gradient.
Z = rng.standard_normal((n, N)); Z /= norm(Z)
assert close(d1(lambda t: energy(outer(C + t * Z))), dot(4 * F @ C, Z))
xi, eta = unit(V), unit(V)
assert close(d1(lambda t: energy(outer(geodesic(C, xi, t)))), dot(g, xi))
X = xi @ C.T + C @ xi.T
assert close(d1(lambda t: span(C + t * xi)), X) and abs(dot(X, X) - 2) < 1e-12

# Geodesic: closed form, normal acceleration, stationary and minimal length.
Us, sg, Wt = np.linalg.svd(xi, full_matrices=False)
tg = 0.7
assert close(geodesic(C, xi, tg), C @ Wt.T @ np.diag(np.cos(sg * tg)) @ Wt + Us @ np.diag(np.sin(sg * tg)) @ Wt, 1e-11)
assert close(d2(lambda t: geodesic(C, xi, t)), -C @ xi.T @ xi)
Pt = outer(geodesic(C, xi, tg)); Ptt = d2(lambda t: outer(geodesic(C, xi, tg + t)))
assert norm((I - Pt) @ Ptt @ Pt) < 1e-7 and norm(Ptt) > 0.1
ts = np.linspace(0, 1, 201)
path = [geodesic(C, 0.6 * xi, t) for t in ts]
def length(s):
    Ps = [span(Y + s * np.sin(np.pi * t) * eta) for Y, t in zip(path, ts)]
    return sum(norm(b - a) for a, b in zip(Ps[:-1], Ps[1:])) / np.sqrt(2)
L0, Lp, Lm = length(0.0), length(0.005), length(-0.005)
assert abs(L0 - 0.6) < 1e-5 and Lp > L0 and Lm > L0 and abs(Lp - Lm) < 0.1 * (Lp - L0)

# Hessian and its pieces against energy differences.
geo2 = lambda Cc, z, c=0.0: d2(lambda t: energy(outer(geodesic(Cc, z, t)), c))
str2 = lambda Cc, z, c=0.0: d2(lambda t: energy(outer(Cc + t * z), c))
orb, curv, resp = parts(C, xi)
full = dot(xi, orb + curv + resp)
fd_geo, fd_str = geo2(C, xi), str2(C, xi)
assert close(fd_geo, full)
assert close(fd_str, dot(xi, orb + resp))
assert close(fd_geo - fd_str, dot(xi, curv)) and abs(dot(xi, curv)) > 1.0
bil = (geo2(C, xi + eta) - geo2(C, xi - eta)) / 4
assert close(bil, dot(eta, orb + curv + resp), 1e-5) and close(bil, dot(xi, sum(parts(C, eta))), 1e-5)
H1 = hess_matrix(C, V)
Hfd = np.zeros_like(H1)
for b in range(nv):
    for j in range(N):
        z = np.zeros((n, N)); z[:, j] = V[:, b]
        Hfd[:, b * N + j] = (V.T @ d1(lambda t: grad(polar(C + t * z)))).ravel()
err_matrix = np.max(np.abs(Hfd - H1))
assert err_matrix < 1e-6 and np.max(np.abs(Hfd - Hfd.T)) < 1e-6

# Frozen-Fock functional isolates Omega; density-matrix embedding; invariant extension.
kap = V.T @ xi
omega_form = 4 * np.sum((pv[:, None] - po[None, :]) * kap ** 2)
assert close(d2(lambda t: 2 * np.sum(F * outer(geodesic(C, xi, t)))), omega_form)
P2 = d2(lambda t: outer(geodesic(C, xi, t)))
assert close(P2, 2 * (xi @ xi.T - C @ xi.T @ xi @ C.T))
fd_lineP = d2(lambda t: energy(P + t * X))
assert close(fd_lineP, dot(xi, resp)) and close(fd_geo - fd_lineP, omega_form)
comm = lambda a, b: a @ b - b @ a
assert close(V.T @ (-comm(P, comm(F, X))) @ C, (pv[:, None] - po[None, :]) * kap, 1e-10)
Ssym = rng.standard_normal((N, N)); Ssym = (Ssym + Ssym.T) / norm(Ssym + Ssym.T)
assert abs(d1(lambda t: energy(span(C + t * C @ Ssym)))) < 1e-7
assert close(d1(lambda t: energy(outer(C + t * C @ Ssym))), 4 * dot(C.T @ F @ C, Ssym))
fd_inv = d2(lambda t: energy(span(C + t * xi)))
assert close(fd_inv, full)
acc = g / norm(g)
assert close(d2(lambda t: energy(span(C + t * xi + 0.5 * t * t * acc))), full + norm(g))

# Shift of the energy zero.
shift = 10.0 / EV
assert close(geo2(C, xi, shift), fd_geo)
assert close(str2(C, xi, shift) - fd_str, 4 * shift, 1e-5)
assert close(geo2(C, xi, shift) - str2(C, xi, shift), dot(xi, parts(C, xi, shift)[1]))

# One-dimensional (intrinsically flat) manifold, general symmetric 2x2 F.
th, f11, f12, f22 = sp.symbols("th f11 f12 f22", real=True)
F2 = sp.Matrix([[f11, f12], [f12, f22]])
quad = lambda c: 2 * (c.T * F2 * c)[0]
assert sp.simplify(sp.diff(quad(sp.Matrix([sp.cos(th), sp.sin(th)])), th, 2).subs(th, 0) - 4 * (f22 - f11)) == 0
assert sp.simplify(sp.diff(quad(sp.Matrix([1, th])), th, 2) - 4 * f22) == 0

# Newton iteration inside the symmetry-preserving directions.
mask = np.array([[a == i for i in lo] for a in lv]).ravel()
def newton(steps, curvature):
    k = np.random.default_rng(3).standard_normal(nv * N) * mask
    Rr = rotation(C0, V0 @ (k / norm(k)).reshape(nv, N), 0.02)
    Cc, Vc = Rr @ C0, Rr @ V0
    out = [norm(grad(Cc))]
    for _ in range(steps):
        k = np.zeros(nv * N)
        Hm = hess_matrix(Cc, Vc, curvature)[np.ix_(mask, mask)]
        k[mask] = -np.linalg.solve(Hm, (Vc.T @ grad(Cc)).ravel()[mask])
        Rr = rotation(Cc, Vc @ k.reshape(nv, N), 1.0)
        Cc, Vc = Rr @ Cc, Rr @ Vc
        out.append(norm(grad(Cc)))
    return out, energy(outer(Cc))
good, Eg = newton(5, True); bad, _ = newton(5, False)
assert good[-1] < 1e-9 and abs(Eg - E0) < 1e-9 and bad[1] > 10 * good[1] and bad[-1] > 1e-3

# Rigid rotations of the atom.
Lrot = [low @ a @ low for a in mol.intor("int1e_cg_irxp")]
Q0 = I - outer(C0)
assert abs(energy(outer(expm(0.7 * Lrot[1]) @ C0)) - E0) < 1e-9
assert norm(Q0 @ Lrot[2] @ C0) < 1e-8
for a in (0, 1):
    zr = Q0 @ Lrot[a] @ C0
    assert norm(zr) > 0.1
    zr /= norm(zr)
    ro, rc, rr = parts(C0, zr)
    assert norm(ro + rc + rr) < 1e-7 and dot(zr, ro + rc) > 0.1
spec = eigh(hess_matrix(C0, V0))[0]
nzero = int(np.sum(np.abs(spec) < 1e-7))
assert nzero >= 2

print(f"Si RHF/cc-pVDZ: n = {n}, N = {N}, dimension = {nv * N}")
print(f"1 hartree = {EV:.6f} eV")
print(f"E = {E0 * EV:.4f} eV = {E0:.6f} hartree")
a = lv.index("px")
i3p = max(k for k in range(N) if lo[k] == "pz"); i3s = max(k for k in range(N) if lo[k] == "s")
print(f"eps(3px, virtual) = {ev[a] * EV:.4f} eV")
for name, i in (("3pz", i3p), ("3s", i3s), ("1s", 0)):
    z = np.zeros((n, N)); z[:, i] = V0[:, a]
    o_, c_, r_ = (dot(z, x) for x in parts(C0, z))
    fg, fs = geo2(C0, z), str2(C0, z)
    assert close(fg, 4 * (ev[a] - eo[i]) + r_) and close(fs, 4 * ev[a] + r_) and close(fg - fs, -4 * eo[i])
    om = ev[a] - eo[i]
    print(f"{name}->3px: eps_i = {eo[i] * EV:.4f} eV, Omega = {om * EV:.4f} eV = {om:.6f} hartree")
    print(f"  4eps_a = {o_ * EV:.4f}, curvature = {c_ * EV:.4f}, 4K = {r_ * EV:.4f} eV/rad^2")
    print(f"  total = {(o_ + c_ + r_) * EV:.4f}, geodesic FD = {fg * EV:.4f} eV/rad^2")
    print(f"  straight-line FD = {fs * EV:.4f} eV/rad^2")
    if name == "3pz":
        so, sc, sr = (dot(z, x) for x in parts(C0, z, shift))
        print(f"  shift {shift * EV:.1f} eV: 4eps_a = {so * EV:.4f}, curvature = {sc * EV:.4f} eV/rad^2")
        print(f"  shifted FD: geodesic {geo2(C0, z, shift) * EV:.4f}, straight {str2(C0, z, shift) * EV:.4f} eV/rad^2")
print(f"rotation mode: Q F part = {dot(zr, ro) * EV:.4f}, curvature = {dot(zr, rc) * EV:.4f} eV/rad^2")
print(f"rotation mode: 4Omega = {dot(zr, ro + rc) * EV:.4f}, 4K = {dot(zr, rr) * EV:.4f} eV/rad^2")
print(f"rotation mode: weight of 3pz->3px = {(V0.T @ zr)[a, i3p] ** 2:.4f}")
print(f"Omega range: {(ev.min() - eo.max()) * EV:.4f} to {(ev.max() - eo.min()) * EV:.2f} eV")
print(f"Hessian: zero modes = {nzero}, negative modes = {int(np.sum(spec < -1e-7))}")
print(f"Hessian: lowest positive = {spec[spec > 1e-7].min() * EV:.4f}, largest = {spec.max() * EV:.2f} eV/rad^2")
print(f"test point: displacement = {disp:.1f} rad, E - E0 = {(energy(P) - E0) * EV:.3f} eV")
print(f"  |grad| = {norm(g) * EV:.3f} eV/rad")
print(f"  max |eig(F) - pseudo-canonical eps| = {pseudo_gap * EV:.4f} eV")
print(f"  Q F part = {dot(xi, orb) * EV:.4f}, curvature = {dot(xi, curv) * EV:.4f} eV/rad^2")
print(f"  4K = {dot(xi, resp) * EV:.4f}, 4Omega = {omega_form * EV:.4f}, total = {full * EV:.4f} eV/rad^2")
print(f"  FD geodesic = {fd_geo * EV:.4f}, FD line in C = {fd_str * EV:.4f} eV/rad^2")
print(f"  FD line in P = {fd_lineP * EV:.4f}, FD invariant extension = {fd_inv * EV:.4f} eV/rad^2")
print(f"  max error of Hessian matrix vs FD = {err_matrix * EV:.1e} eV/rad^2")
print(f"  path length: geodesic {L0:.6f}, perturbed {Lp:.6f} and {Lm:.6f} rad")
print("Newton from 0.02 rad, |grad| in eV/rad:")
print("  full Hessian: " + " ".join(f"{x * EV:.1e}" for x in good))
print("  no curvature: " + " ".join(f"{x * EV:.1e}" for x in bad))
print("PASS")
```

It prints:

```
Si RHF/cc-pVDZ: n = 18, N = 7, dimension = 77
1 hartree = 27.211386 eV
E = -7858.2921 eV = -288.786908 hartree
eps(3px, virtual) = 0.2330 eV
3pz->3px: eps_i = -6.4883 eV, Omega = 6.7213 eV = 0.247004 hartree
  4eps_a = 0.9322, curvature = 25.9532, 4K = -26.2558 eV/rad^2
  total = 0.6295, geodesic FD = 0.6295 eV/rad^2
  straight-line FD = -25.3236 eV/rad^2
  shift 10.0 eV: 4eps_a = 40.9322, curvature = -14.0468 eV/rad^2
  shifted FD: geodesic 0.6295, straight 14.6764 eV/rad^2
3s->3px: eps_i = -14.8232 eV, Omega = 15.0563 eV = 0.553307 hartree
  4eps_a = 0.9322, curvature = 59.2929, 4K = -14.8163 eV/rad^2
  total = 45.4088, geodesic FD = 45.4088 eV/rad^2
  straight-line FD = -13.8841 eV/rad^2
1s->3px: eps_i = -1872.9047 eV, Omega = 1873.1377 eV = 68.836541 hartree
  4eps_a = 0.9322, curvature = 7491.6187, 4K = -44.4828 eV/rad^2
  total = 7448.0681, geodesic FD = 7448.0681 eV/rad^2
  straight-line FD = -43.5506 eV/rad^2
rotation mode: Q F part = 1.5879, curvature = 25.9696 eV/rad^2
rotation mode: 4Omega = 27.5574, 4K = -27.5574 eV/rad^2
rotation mode: weight of 3pz->3px = 0.9872
Omega range: 6.7213 to 1888.06 eV
Hessian: zero modes = 2, negative modes = 0
Hessian: lowest positive = 37.4493, largest = 7503.68 eV/rad^2
test point: displacement = 0.3 rad, E - E0 = 66.404 eV
  |grad| = 893.892 eV/rad
  max |eig(F) - pseudo-canonical eps| = 26.2580 eV
  Q F part = 25.6261, curvature = 946.4091 eV/rad^2
  4K = -42.5339, 4Omega = 972.0352, total = 929.5014 eV/rad^2
  FD geodesic = 929.5014, FD line in C = -16.9078 eV/rad^2
  FD line in P = -42.5339, FD invariant extension = 929.5014 eV/rad^2
  max error of Hessian matrix vs FD = 7.6e-07 eV/rad^2
  path length: geodesic 0.600000, perturbed 0.600098 and 0.600098 rad
Newton from 0.02 rad, |grad| in eV/rad:
  full Hessian: 6.2e+01 5.7e-02 2.7e-06 1.9e-12 1.9e-12 1.9e-12
  no curvature: 6.2e+01 2.6e+03 4.3e+03 3.2e+03 1.1e+03 7.8e+02
PASS
```
